# Diffuson conductivity and Cahill's minimum in a Debye glass

## Problem

An isotropic glass contains $n$ atoms per unit volume. Its vibrations have a Debye spectrum with one sound speed $v$ for all three branches. Two models describe how a mode of angular frequency $\omega$ carries heat.

- In the diffuson model, energy hops between neighbouring regions, and the mode diffusivity is
$$D_d(\omega)=\frac{\omega}{3\pi n^{2/3}} .$$
- In Cahill's model, a wave travels at speed $v$ with a mean free path of half a wavelength.

Find the ratio of the two thermal conductivities, $\kappa_d/\kappa_C$, when $k_BT$ is far above every mode energy $\hbar\omega$. Does it depend on $n$ or $v$? Then evaluate both conductivities for a silica-like interlayer dielectric at 400 K.

The form of $D_d$ is a postulate. For an isotropic random walk with step $a$ and hop rate $\Gamma$, the mean square displacement after time $t$ is $\Gamma t a^2=6Dt$, so $D=\Gamma a^2/6$. With $a=n^{-1/3}$, the given $D_d$ requires $\Gamma=2\omega/\pi$, which is four hops per period $2\pi/\omega$. A different hop rate would rescale $\kappa_d$, and the ratio, in proportion.

## First estimate by scaling

There are $3n$ modes per unit volume, each with classical heat capacity $k_B$. If all of them had a typical diffusivity $D$, the conductivity would be $\kappa\sim 3nk_BD$. Debye modes crowd towards the top of the spectrum, so take $D$ at the cutoff $\omega_D=v(6\pi^2n)^{1/3}$, which is derived below.

For diffusons,
$$\kappa_d\sim 3nk_B\,\frac{\omega_D}{3\pi n^{2/3}}=\frac{(6\pi^2)^{1/3}}{\pi}\,n^{2/3}k_Bv\approx1.24\,n^{2/3}k_Bv .$$

In Cahill's model the mean free path is $\ell=\tfrac12(2\pi v/\omega)=\pi v/\omega$, so
$$D_C(\omega)=\frac{v\ell}{3}=\frac{\pi v^2}{3\omega},$$
$$\kappa_C\sim 3nk_B\,\frac{\pi v^2}{3\omega_D}=\frac{\pi}{(6\pi^2)^{1/3}}\,n^{2/3}k_Bv\approx0.81\,n^{2/3}k_Bv .$$

Both conductivities scale as $n^{2/3}k_Bv$, so their ratio is a pure number of order one. The estimate puts it at $1.24/0.81\approx1.5$, with the diffuson value the larger. The order of the two models depends on numerical factors that this estimate does not control.

## Exact solution

**The conductivity integral.** Let $g(\omega)\,d\omega$ be the number of modes per unit volume in $d\omega$, and $C(\omega)$ the heat capacity of one mode. In a temperature gradient, the energy density of these modes has gradient $g\,C\,\nabla T\,d\omega$. Diffusion gives a heat flux $-D\,g\,C\,\nabla T\,d\omega$. If the groups of modes contribute independently, comparison of the total flux with $-\kappa\nabla T$ gives
$$\kappa=\int g(\omega)\,C(\omega)\,D(\omega)\,d\omega .$$

**The spectrum.** In a large periodic box, the allowed wavevectors have density $1/(2\pi)^3$ per unit volume of the box. A shell of radius $k=\omega/v$ therefore contributes $4\pi k^2dk/(2\pi)^3=\omega^2d\omega/(2\pi^2v^3)$ modes per branch. For three branches,
$$g(\omega)=\frac{3\omega^2}{2\pi^2v^3}.$$
The total must be $3n$:
$$\int_0^{\omega_D}g\,d\omega=\frac{\omega_D^3}{2\pi^2v^3}=3n
\quad\Rightarrow\quad \omega_D=v(6\pi^2n)^{1/3}.$$

**Diffusons.** With $C=k_B$,
$$\kappa_d=\frac{k_B}{3\pi n^{2/3}}\int g\,\omega\,d\omega
=\frac{k_B}{3\pi n^{2/3}}\,3n\langle\omega\rangle
=\frac{n^{1/3}k_B\langle\omega\rangle}{\pi},$$
where $\langle\cdot\rangle$ is an average over all modes. Up to this point the shape of the spectrum has not been used. For the Debye spectrum,
$$\langle\omega\rangle=\frac{\int_0^{\omega_D}\omega^3d\omega}{\int_0^{\omega_D}\omega^2d\omega}
=\frac{\omega_D^4/4}{\omega_D^3/3}=\frac34\,\omega_D,$$
and therefore
$$\kappa_d=\frac{3(6\pi^2)^{1/3}}{4\pi}\,n^{2/3}k_Bv\approx0.931\,n^{2/3}k_Bv .$$

**Cahill's model.** In the same limit,
$$\kappa_C=k_B\int_0^{\omega_D}\frac{3\omega^2}{2\pi^2v^3}\,\frac{\pi v^2}{3\omega}\,d\omega
=\frac{k_B}{2\pi v}\int_0^{\omega_D}\omega\,d\omega=\frac{k_B\omega_D^2}{4\pi v}.$$
Inserting $\omega_D$ gives the coefficient $(6\pi^2)^{2/3}/(4\pi)$. Since $(6\pi^2)^{2/3}/(6\pi)=(36\pi^4/216\pi^3)^{1/3}=(\pi/6)^{1/3}$,
$$\kappa_C=\frac32\left(\frac{\pi}{6}\right)^{1/3}n^{2/3}k_Bv\approx1.209\,n^{2/3}k_Bv ,$$
the usual high-temperature form of Cahill's minimum.

**The ratio.** Dividing the two results,
$$\frac{\kappa_d}{\kappa_C}=\frac{3n^{1/3}k_B\omega_D}{4\pi}\cdot\frac{4\pi v}{k_B\omega_D^2}
=\frac{3n^{1/3}v}{\omega_D}=\frac{3}{(6\pi^2)^{1/3}}.$$
Writing $3=27^{1/3}$,
$$\boxed{\frac{\kappa_d}{\kappa_C}=\left(\frac{9}{2\pi^2}\right)^{1/3}\approx0.770}$$
The ratio depends on neither $n$ nor $v$. As a check that does not use $g(\omega)$, a direct sum over the wavevectors of a periodic box with 381,915 atoms gives coefficients 0.9305 and 1.2087, and a ratio of 0.7698.

Cahill's value rests on an assumed mean free path, so it is a model value and not a strict lower bound. The same caution applies to $\kappa_d$, which rests on the postulated hop rate.

## Comparison of the two

The estimate found the right scaling but reversed the order. It replaced both averages by values at the cutoff. The true averages are $\langle\omega\rangle=\tfrac34\omega_D$ and
$$\left\langle\frac1\omega\right\rangle=\frac{\omega_D^2/2}{\omega_D^3/3}=\frac{3}{2\omega_D}.$$
The diffuson estimate was thus too large by $4/3$, and Cahill's too small by a factor $3/2$. Together these halve the ratio, from 1.54 to 0.770.

The two diffusivities show where the difference arises. $D_d$ rises with frequency and $D_C$ falls. They are equal when
$$\frac{\omega}{3\pi n^{2/3}}=\frac{\pi v^2}{3\omega}
\quad\Rightarrow\quad \omega=\pi vn^{1/3}=\left(\frac{\pi}{6}\right)^{1/3}\omega_D\approx0.806\,\omega_D .$$
The number of modes below $\omega$ grows as $\omega^3$, so a fraction $\pi/6\approx0.52$ lies below the crossing. These modes carry 42% of $\kappa_d$ and 65% of $\kappa_C$. In units of $n^{2/3}k_Bv$, the diffuson model is lower by $0.785-0.393\approx0.39$ below the crossing and higher by $0.538-0.424\approx0.11$ above it. The net deficit is 0.28, the difference between 1.209 and 0.931.

## Finite temperature

A quantum oscillator has
$$C=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2,\qquad x=\frac{\hbar\omega}{k_BT}.$$
For small $x$, $\sinh(x/2)=(x/2)(1+x^2/24+\dots)$, so $C\approx k_B(1-x^2/12)$. Let $\Theta_D=\hbar\omega_D/k_B$, $\theta=\Theta_D/T$ and $u=\omega/\omega_D$, so that $x=\theta u$. The weight $gD$ is proportional to $u^3$ for diffusons and to $u$ in Cahill's model. The weighted averages of $u^2$ are
$$\frac{\int_0^1u^5du}{\int_0^1u^3du}=\frac23,\qquad
\frac{\int_0^1u^3du}{\int_0^1u\,du}=\frac12 .$$
To leading order, $\kappa_d$ therefore falls by the fraction $\theta^2/18$ and $\kappa_C$ by $\theta^2/24$. The ratio falls by their difference, $\theta^2/72$. Near the classical limit it is therefore less sensitive to temperature than either conductivity, because the two corrections partly cancel.

When $T\ll\Theta_D$, the heat capacity cuts off the integrals at $\omega\sim k_BT/\hbar$. Then $\kappa_d\propto\int\omega^3C\,d\omega\propto T^4$, whereas $\kappa_C\propto\int\omega\,C\,d\omega\propto T^2$. The ratio vanishes as $T^2$, so 0.770 belongs to the high-temperature limit. The diffuson model also fails physically here, because long sound waves, which it omits, carry heat.

## A silica-like interlayer dielectric

Take the rough values $n=66\ \text{nm}^{-3}$, longitudinal speed 6.0 km/s and transverse speed 3.75 km/s. The single speed is the branch average, $v=(6.0+2\times3.75)/3=4.5$ km/s. Since 1 km/s is 1 nm/ps, the Debye wavevector $15.75\ \text{nm}^{-1}$ gives $\omega_D=4.5\times15.75\approx70.9$ rad/ps and $\Theta_D\approx541$ K.

The common factor $n^{2/3}k_Bv$ is 1.015 W/(m K). In the classical limit,
$$\kappa_d=0.931\times1.015\approx0.94,\qquad \kappa_C=1.209\times1.015\approx1.23\ \text{W/(m K)}.$$
At 400 K, the full integrals give 0.85 and 1.14 W/(m K), reductions of 9.5% and 7.2%. Here $\theta=1.35$, and the leading corrections predict 10.2% and 7.6%. The ratio becomes 0.750.

Let a 200 nm layer carry a fixed heat flux of 10 kW/cm², or 0.1 GW/m². The diffuson value gives a thermal resistance of 234 m² K/GW and a temperature drop of $234\times0.1\approx23$ K. Cahill's value gives 18 K. Two interfaces of 10 m² K/GW each, a rough size, would add 2 K.

## What the Debye model leaves out

Dense amorphous silica conducts roughly 1.4 W/(m K) near room temperature, above both model values at 400 K. The density and speeds used here are of the right size for it, but several assumptions are not met. The changes below are relative to $\kappa_d$ at 400 K unless stated otherwise, and each is taken separately.

*Unequal speeds.* If branch $i$ has its own cutoff $v_i(6\pi^2n)^{1/3}$, the calculation above applies branch by branch. Both classical conductivities are then proportional to $\sum_iv_i$, and the ratio stays 0.770. If instead the diffusons share one cutoff, $g=\sum_i\omega^2/(2\pi^2v_i^3)$ has the single-speed form with $v_D=\langle v_i^{-3}\rangle^{-1/3}=4.13$ km/s. With Cahill's branch cutoffs unchanged, the classical ratio becomes $0.770\times4.13/4.5\approx0.707$.

*Stiff bonds.* A silica network has bond-stretching modes far above the Debye cutoff energy of 0.047 eV. As a rough model, move the top 20% of the modes to 0.13 eV and assume that they still obey $D_d$. In the classical limit, $\langle\omega\rangle$ and $\kappa_d$ rise by 49%. At 400 K the rise is only 3.5%, because $x\approx3.8$ and each stiff mode keeps about a third of its classical heat capacity. In this rough model, $\kappa_d$ comes within about 4% of its classical value only when $k_BT$ reaches 0.13 eV, or about 1500 K, well beyond any chip temperature. These figures belong to the model spectrum. At 400 K the Debye spectrum holds about 91% of the classical heat capacity $3nk_B$, and the version with the stiff band about 81%, whereas silica holds only about 70%. More of its spectrum lies above the Debye cutoff than this one band, so neither the 3.5% nor the quantum reductions found earlier are values for silica.

*Propagating sound.* Suppose that modes below 2 THz travel as waves with a mean free path of 5 nm, again a rough choice. They are a fraction $(\omega_s/\omega_D)^3$ of all modes, with $\omega_s=2\pi\times2$ THz, and each has diffusivity $v\ell/3$. Their nearly classical contribution is
$$nk_Bv\ell\left(\frac{\omega_s}{\omega_D}\right)^3\approx0.11\ \text{W/(m K)}.$$
The hopping contribution they replace is below 0.001 W/(m K), so $\kappa_d$ rises by about 13%. This figure depends strongly on both rough choices. It grows roughly as the cube of the frequency limit, and a limit of 3 THz would give about 44%. The constant path matters too, because in real glasses slower waves travel further. If the path grew as $1/\omega^2$ from 5 nm at 2 THz, up to the 200 nm layer thickness, the sound contribution would be about 2.7 times larger and $\kappa_d$ would rise by about 36%.

*Porosity.* Pores are used to lower the permittivity, and they also lower $\kappa$. Consider a spherical void of radius $a$ in a shell of outer radius $b$, with volume fraction $p=a^3/b^3$. In the shell, the temperature is $(Ar+B/r^2)\cos\vartheta$, where $\vartheta$ is the angle from the applied gradient. Zero flux at the void requires $A=2B/a^3$, or $B=Aa^3/2$. Now place the coated sphere in a medium of conductivity $\kappa_{\rm eff}$ that carries a uniform temperature gradient. The sphere leaves the outside field undisturbed if temperature and flux match at $b$. More such spheres, of any size but the same $p$, can then be added until they fill the medium, so the porous solid also has conductivity $\kappa_{\rm eff}$. Dividing the flux condition by the temperature condition gives
$$\frac{\kappa_{\rm eff}}{\kappa}=\frac{A-2B/b^3}{A+B/b^3}=\frac{1-p}{1+p/2}.$$
For $p=0.25$ this is 0.667, which lowers $\kappa_d$ from 0.85 to 0.57 W/(m K). The formula is exact for this coated-sphere geometry and is an upper bound for an isotropic solid with insulating pores at given $p$, so randomly placed, overlapping pores give a somewhat lower value. It assumes insulating pores and ordinary heat diffusion on the scale of the pores. Nanometre pores strain the last condition. Where the formula holds, it multiplies both conductivities equally and leaves their ratio unchanged.

With the 2 THz limit and the constant 5 nm path, porosity changes the conductivity most at 400 K, followed by propagating sound. With a 3 THz limit and the same path, sound would add more (0.38 W/(m K)) than the pores remove (0.28 W/(m K)), although as factors, 1.44 up and 1.5 down, the two are about equal. With the 2 THz limit and the path that grows at low frequency, the two changes are of similar size and opposite sign, so the order is not a general rule for such films. The values for the constant path are in the numerical output below.

## Computed results

```
Diffuson coefficient: 0.93053 n^(2/3) kB v
Cahill coefficient: 1.209 n^(2/3) kB v
Ratio, exact formula: 0.76967
Atoms in wavevector sum: 381915
Diffuson coefficient, wavevector sum: 0.93053 n^(2/3) kB v
Cahill coefficient, wavevector sum: 1.2087 n^(2/3) kB v
Ratio, wavevector sum: 0.76984
Random-walk factor, simulated: 0.1667 (ideal 1/6)
Crossing frequency / Debye cutoff: 0.806
Fraction of modes below crossing: 0.5236
Diffuson heat share below crossing: 0.422
Cahill heat share below crossing: 0.6496
Low-T power, diffuson: 4
Low-T power, Cahill: 2
Input atom density: 66 nm^-3
Input longitudinal speed: 6 km/s
Input transverse speed: 3.75 km/s
Single speed (branch average): 4.5 km/s
Debye wavevector: 15.75 nm^-1
Debye cutoff omega_D: 70.88 rad/ps
Debye temperature: 541.4 K
Temperature of use: 400 K
Diffusivity D_d at cutoff: 0.4605 mm^2/s
Diffuson conductivity, classical: 0.9442 W/(m K)
Cahill minimum, classical: 1.227 W/(m K)
Diffuson conductivity at T of use: 0.8543 W/(m K)
Cahill minimum at T of use: 1.139 W/(m K)
Ratio at T of use: 0.7504
Quantum change, diffuson: -9.52 %
Quantum change, Cahill: -7.19 %
Cahill at T of use, two speeds: 1.125 W/(m K)
Debye-average speed: 4.131 km/s
Diffuson, common cutoff, classical: 0.8668 W/(m K)
Ratio with common cutoff, classical: 0.7066
Input stiff-band fraction: 0.2
Input stiff-band energy: 0.13 eV
Debye cutoff energy: 0.04666 eV
Diffuson with stiff band, classical: 1.403 W/(m K)
Diffuson with stiff band at T of use: 0.8838 W/(m K)
Stiff-band change, classical: 48.6 %
Stiff-band change at T of use: 3.45 %
Input sound limit: 2 THz
Input sound mean free path: 5 nm
Sound contribution at T of use: 0.114 W/(m K)
Hopping part it replaces: 0.00093 W/(m K)
Net sound change: 13.2 %
Input porosity: 0.25
Porosity factor: 0.6667
Diffuson, porous film at T of use: 0.5695 W/(m K)
Input layer thickness: 200 nm
Input heat flux: 10 kW/cm^2
Layer resistance, diffuson: 234.1 m^2 K/GW
Layer resistance, Cahill: 175.7 m^2 K/GW
Temperature drop, diffuson: 23.4 K
Temperature drop, Cahill: 17.6 K
Input resistance per interface: 10 m^2 K/GW
Extra drop from two interfaces: 2 K
```
